# CELIV Mobility from the Current Peak in the Low-Conductivity Limit: verification in Python

```python
"""CELIV: extraction of holes from a film by a linearly rising voltage U = A t.

Result under test (low conductivity):  mu = 2 d^2 / (3 A t_max^2)
Leading correction:  mu = 2 d^2 / (3 A t_max^2) * (1 - 0.15 r)
d: thickness, A: ramp rate, t_max: time of the current maximum, mu: mobility,
n: hole density, eps: permittivity, r: peak extraction current divided by the
capacitive current eps A / d.
Scaled quantities: tau = t / t_tr with t_tr = d sqrt(2 / (mu A)),
s = depleted depth / d, kappa = e n mu t_tr / (2 eps).
The holes start uniform and neutralised by fixed charge; x = 0 injects nothing.
"""
import numpy as np
from numpy.polynomial import Chebyshev
from scipy.constants import e, epsilon_0, k
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq, minimize_scalar


def smooth_peak(tau, integral, low=0.3, high=0.95):
    """Peak time and height of d(integral)/d(tau), from a smooth fit."""
    chosen = (tau > low) & (tau < high)
    current = Chebyshev.fit(tau[chosen], integral[chosen], 9).deriv()
    best = minimize_scalar(lambda z: -current(z), method="bounded",
                           bounds=(low + 0.03, high - 0.03),
                           options={"xatol": 1e-10})
    return best.x, current(best.x)


def transit_time(d, mu, A):
    return d * np.sqrt(2 / (mu * A))


def sheet_transient(d, mu, A, n, eps, sheets=2000, steps=1500):
    """Moving charge sheets in SI units; no depletion front is assumed.

    Returns peak time, r, depth cleared at the peak / d, end of extraction.
    The current is eps dE/dt at the blocking contact.
    """
    scale = transit_time(d, mu, A)
    times = np.linspace(0, 1.03 * scale, steps + 1)
    dt = times[1]
    sheet_charge = e * n * d / sheets
    index = np.arange(sheets) + 0.5
    x = index * d / sheets
    start = x[0]

    def contact_field(x, t):
        inside = np.maximum(d - x, 0).sum() * sheet_charge
        return (A * t - (inside - e * n * d**2 / 2) / eps) / d

    def velocity(x, t):
        field = contact_field(x, t) + (sheet_charge * index - e * n * x) / eps
        return np.where(x < d, mu * field, 0.0)

    field0 = np.zeros(steps + 1)
    last = np.zeros(steps + 1)
    for i, t in enumerate(times):
        field0[i] = contact_field(x, t)
        last[i] = x[0]
        v1 = velocity(x, t)
        v2 = velocity(x + dt * v1, t + dt)
        x = x + dt * (v1 + v2) / 2
    tau = times / scale
    tau_peak, r = smooth_peak(tau, field0 * d / (A * scale) - tau)
    t_peak = tau_peak * scale
    depth = (np.interp(t_peak, times, last) - start) / d
    end = np.interp(d, last, times)
    return t_peak, r, depth, end


def front_peak(kappa):
    """Peak (tau, s, r) from the front equation s' = 2 tau - kappa s^2."""
    sol = solve_ivp(lambda t, s: 2 * t - kappa * s**2, (0, 1), [0.0],
                    method="DOP853", rtol=1e-12, atol=1e-14,
                    dense_output=True, max_step=0.02)

    def slope(t):
        s = sol.sol(t)[0]
        ds = 2 * t - kappa * s**2
        return (2 - 2 * kappa * s * ds) * (1 - s) - ds**2

    t = brentq(slope, 0.05, 1.0, xtol=1e-14)
    s = sol.sol(t)[0]
    return t, s, kappa * (1 - s) * (2 * t - kappa * s**2)


def diffusion_peak(kappa, diff, cells=300):
    """Drift-diffusion in finite volumes; diff = D t_tr / d^2.

    x = 0 passes no holes; x = d collects what drift brings to it.
    """
    dx = 1 / cells
    steps = int(np.ceil(diff / (0.3 * dx**2)))
    dt = 1 / steps
    edges = np.arange(cells + 1) * dx

    def edge_velocity(h, t):
        rel = np.concatenate(([0.0], np.cumsum(h) * dx)) - edges
        rel *= 2 * kappa
        mean = (rel.sum() - (rel[0] + rel[-1]) / 2) * dx
        return rel + 2 * t - mean

    def rate(h, t):
        v = edge_velocity(h, t)
        p = v[1:-1] * dx / diff + 1e-11
        b = p / np.expm1(p)
        flux = np.zeros(cells + 1)
        flux[1:-1] = diff / dx * ((b + p) * h[:-1] - b * h[1:])
        flux[-1] = max(v[-1], 0.0) * h[-1]
        return -(flux[1:] - flux[:-1]) / dx

    h = np.ones(cells)
    tau = np.arange(steps + 1) * dt
    excess = np.zeros(steps + 1)
    for i, t in enumerate(tau):
        excess[i] = edge_velocity(h, t)[0] / 2 - t
        k1 = rate(h, t)
        k2 = rate(h + dt * k1, t + dt)
        h = h + dt * (k1 + k2) / 2
    return smooth_peak(tau, excess)


def mobility_read(d, A, t_peak):
    return 2 * d**2 / (3 * A * t_peak**2)


# Example: rough regime of a lightly doped polythiophene film
d, mu, A, n, eps_r, T = 500e-9, 1e-8, 1e6, 1e21, 3.0, 300.0
eps = eps_r * epsilon_0
t_tr = transit_time(d, mu, A)
tau_s = eps / (e * n * mu)
kappa = t_tr / (2 * tau_s)
t_low = np.sqrt(2 * d**2 / (3 * mu * A))
U_peak = A * t_low
tau_low = 1 / np.sqrt(3)

# Low-conductivity law on two different films, from moving sheets
low_runs = []
for film in ((d, mu, A, n / 100, eps), (2e-6, 1e-6, 2e5, 1e18, 4 * eps)):
    t_peak, r_run, depth, end = sheet_transient(*film)
    low_runs.append((mobility_read(film[0], film[2], t_peak) / film[1],
                     r_run, depth, end / t_peak))
    assert abs(low_runs[-1][0] - 1) < 2e-3
    assert abs(depth - 1 / 3) < 2e-3
    assert abs(end / t_peak - np.sqrt(3)) < 4e-3

# Leading correction from the numerically solved front equation
small = 1e-3
tau_small, _, r_small = front_peak(small)
shift_coeff = (tau_small - tau_low) / small
corr_coeff = (1 - 3 * tau_small**2) / r_small
assert abs(shift_coeff + 1 / 30) < 3e-4
assert abs(corr_coeff - 0.15) < 2e-3
assert abs(r_small / small - 4 / (3 * np.sqrt(3))) < 2e-3

# Range of the correction: true mobility / simple formula at given r
factors = []
for target in (0.1, 0.5, 1.0):
    kap = brentq(lambda q: front_peak(q)[2] - target, 0.01, 5, xtol=1e-10)
    factors.append((target, 3 * front_peak(kap)[0]**2))
assert abs(factors[0][1] - (1 - 0.15 * 0.1)) < 2e-3

# The example transient, sheets against front equation
t_ex, r_ex, depth_ex, _ = sheet_transient(d, mu, A, n, eps)
tau_front, s_front, r_front = front_peak(kappa)
assert abs(t_ex / (tau_front * t_tr) - 1) < 1e-3
assert abs(r_ex / r_front - 1) < 3e-3
assert abs(depth_ex - s_front) < 2e-3
mu_simple = mobility_read(d, A, t_ex)
mu_corrected = mu_simple * (1 - 0.15 * r_ex)
assert abs(mu_corrected / mu - 1) < 0.01
assert abs(mu_corrected / mu - 1) < abs(mu_simple / mu - 1)

# Diffusion: constant loss of signal, unmoved peak
V_T = k * T / e
diff = mu * V_T * t_tr / d**2
tau_d, r_d = diffusion_peak(0.01, diff)
tau_0, _, r_0 = front_peak(0.01)
loss_ratio = (r_0 - r_d) / (0.01 * diff)
assert abs(tau_d / tau_0 - 1) < 3e-3
assert abs(loss_ratio - 1) < 0.1
tau_dex, r_dex = diffusion_peak(kappa, diff)
diff_error = (tau_front / tau_dex)**2 - 1

# Field-dependent mobility mu = mu0 exp(gamma sqrt(E)), low conductivity
gamma = 5e-4                      # (cm/V)^0.5, rough
E_peak_cm = U_peak / d / 100
b_pf = gamma * np.sqrt(E_peak_cm)


def relative_mobility(t):
    return np.exp(b_pf * (np.sqrt(t / tau_low) - 1))


def pf_current(t):
    cleared = quad(lambda z: 2 * z * relative_mobility(z), 0, t)[0]
    return (1 - cleared) * 2 * t * relative_mobility(t)


tau_pf = minimize_scalar(lambda t: -pf_current(t), bounds=(0.3, 0.9),
                         method="bounded", options={"xatol": 1e-9}).x
pf_ratio = 1 / (3 * tau_pf**2) / relative_mobility(tau_pf)
a_pf = b_pf * np.sqrt(tau_pf / tau_low) / 2
pf_formula = (2 / 3) * (3 + 2 * a_pf) / ((1 + a_pf) * (2 + a_pf))
assert abs(pf_ratio - pf_formula) < 0.01
assert abs(pf_ratio - 1) > 0.02

# Series resistance: film voltage and measured current both lag
area, R = 4e-6, 50.0
C = eps * area / d
rc = R * C / t_tr


def circuit(t, y, kap=0.05):
    drop, s = y                   # voltage across R / (A t_tr), cleared depth
    film = t - drop
    return [1 - drop / rc + 2 * kap * (1 - s) * film, 2 * film]


grid = np.linspace(0.35, 0.85, 401)
sol = solve_ivp(circuit, (0, 0.86), [0.0, 0.0], method="DOP853",
                rtol=1e-10, atol=1e-14, t_eval=grid)
drop_fit = Chebyshev.fit(grid, sol.y[0] / rc, 9)
tau_rc = minimize_scalar(lambda z: -drop_fit(z), bounds=(0.4, 0.8),
                         method="bounded", options={"xatol": 1e-10}).x
lag = (tau_rc - tau_low) / rc
assert abs(lag - 2) < 0.1
rc_error = (t_low / (t_low + 2 * R * C))**2 - 1

# Residual forward contact voltage delays the start of extraction
U_res = 0.1
offset_error = (t_low / (t_low + U_res / A))**2 - 1
sites = 1e27                      # transport sites per m^3, rough

print(f"Thickness d = {d*1e9:.0f} nm")
print(f"Input mobility = {mu*1e4:.2e} cm2/Vs")
print(f"Ramp rate A = {A*1e-6:.2f} V/us")
print(f"Hole density n = {n*1e-6:.1e} cm^-3")
print(f"Relative permittivity = {eps_r:.1f}; temperature = {T:.0f} K")
print(f"Transit time t_tr = {t_tr*1e6:.3f} us")
print(f"Dielectric relaxation time = {tau_s*1e6:.2f} us")
print(f"kappa = {kappa:.4f}")
print(f"Low-conductivity peak time = {t_low*1e6:.3f} us")
print(f"Voltage at that time = {U_peak:.3f} V")
print(f"Full-depletion voltage e n d^2/(2 eps) = {e*n*d**2/2/eps:.3f} V")
print(f"Capacitive current density = {eps*A/d*0.1:.4f} mA/cm2")
for name, run in zip(("Film 1, n/100", "Film 2"), low_runs):
    print(f"{name}: mobility read/input = {run[0]:.5f}, r = {run[1]:.5f}")
    print(f"  cleared depth/d = {run[2]:.4f}, end/peak time = {run[3]:.4f}")
print(f"Peak shift / kappa = {shift_coeff:.5f} (-1/30 = {-1/30:.5f})")
print(f"Correction coefficient = {corr_coeff:.4f}")
for target, factor in factors:
    print(f"r = {target:.1f}: true mobility/simple formula = {factor:.4f},"
          f" linear = {1-0.15*target:.4f}")
print(f"Example, sheets: peak time = {t_ex*1e6:.3f} us, r = {r_ex:.4f}")
print(f"Example, front eq.: {tau_front*t_tr*1e6:.3f} us, r = {r_front:.4f}")
print(f"Example, cleared depth at peak / d = {depth_ex:.4f}")
print(f"Mobility, simple formula = {mu_simple*1e4:.4e} cm2/Vs")
print(f"Mobility, corrected = {mu_corrected*1e4:.4e} cm2/Vs")
print(f"Error, simple formula = {100*(mu_simple/mu-1):.2f} %")
print(f"Error, corrected = {100*(mu_corrected/mu-1):.2f} %")
print(f"Thermal voltage = {V_T*1e3:.2f} mV; D t_tr/d^2 = {diff:.5f}")
print(f"Diffusion: signal loss / predicted loss = {loss_ratio:.3f}")
print(f"Diffusion: example r = {r_dex:.4f}")
print(f"Diffusion: change of mobility read = {100*diff_error:.3f} %")
print(f"Mean field at peak = {E_peak_cm*1e-6:.4f} MV/cm")
print(f"Mean field at end of extraction = {A*t_tr/d*1e-8:.4f} MV/cm")
print(f"Field dependence gamma = {gamma:.1e} (cm/V)^0.5, a = {a_pf:.4f}")
print(f"Field dependence: read/true = {pf_ratio:.4f},"
      f" power law = {pf_formula:.4f}")
print(f"Area = {area*1e6:.0f} mm2, R = {R:.0f} ohm, C = {C*1e12:.1f} pF")
print(f"RC = {R*C*1e9:.2f} ns; peak delay/RC = {lag:.3f}")
print(f"Circuit delay: mobility error = {100*rc_error:.2f} %")
print(f"Residual {U_res:.1f} V: mobility error = {100*offset_error:.2f} %")
print(f"Holes per transport site = {n/sites:.1e}")
print("PASS")
```

Output:

```
Thickness d = 500 nm
Input mobility = 1.00e-04 cm2/Vs
Ramp rate A = 1.00 V/us
Hole density n = 1.0e+15 cm^-3
Relative permittivity = 3.0; temperature = 300 K
Transit time t_tr = 7.071 us
Dielectric relaxation time = 16.58 us
kappa = 0.2133
Low-conductivity peak time = 4.082 us
Voltage at that time = 4.082 V
Full-depletion voltage e n d^2/(2 eps) = 0.754 V
Capacitive current density = 5.3125 mA/cm2
Film 1, n/100: mobility read/input = 1.00025, r = 0.00164
  cleared depth/d = 0.3332, end/peak time = 1.7329
Film 2: mobility read/input = 1.00055, r = 0.00367
  cleared depth/d = 0.3331, end/peak time = 1.7341
Peak shift / kappa = -0.03333 (-1/30 = -0.03333)
Correction coefficient = 0.1500
r = 0.1: true mobility/simple formula = 0.9849, linear = 0.9850
r = 0.5: true mobility/simple formula = 0.9232, linear = 0.9250
r = 1.0: true mobility/simple formula = 0.8468, linear = 0.8500
Example, sheets: peak time = 4.032 us, r = 0.1615
Example, front eq.: 4.032 us, r = 0.1615
Example, cleared depth at peak / d = 0.3226
Mobility, simple formula = 1.0251e-04 cm2/Vs
Mobility, corrected = 1.0003e-04 cm2/Vs
Error, simple formula = 2.51 %
Error, corrected = 0.03 %
Thermal voltage = 25.85 mV; D t_tr/d^2 = 0.00731
Diffusion: signal loss / predicted loss = 1.012
Diffusion: example r = 0.1601
Diffusion: change of mobility read = -0.219 %
Mean field at peak = 0.0816 MV/cm
Mean field at end of extraction = 0.1414 MV/cm
Field dependence gamma = 5.0e-04 (cm/V)^0.5, a = 0.0724
Field dependence: read/true = 0.9456, power law = 0.9433
Area = 4 mm2, R = 50 ohm, C = 212.5 pF
RC = 10.63 ns; peak delay/RC = 2.032
Circuit delay: mobility error = -1.03 %
Residual 0.1 V: mobility error = -4.72 %
Holes per transport site = 1.0e-06
PASS
```
